# Barycentric placement of the silicon net of alpha-quartz: test program

```python
"""Barycentric placement of the silicon net of quartz.
Result under test: if every Si sits at the mean of its four linked Si
neighbours, and the centroid of the three Si of the cell is kept, then the
alpha-quartz coordinate u becomes 1/2, the beta-quartz value.
Si sites (fractional, hexagonal axes, P3_221):
  A = (u,0,2/3), B = (0,u,1/3), C = (-u,-u,0)
a, c: cell lengths in nm; L: Si-Si link length; d: Si-O bond length.
A link (i, j, t) joins atom i to atom j shifted by the lattice vector t.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.optimize import minimize

NAMES = "ABC"


def sites(u, hand=1):
    p = np.array([[u, 0, 2/3], [0, u, 1/3], [-u, -u, 0]], float)
    p[:, 2] *= hand
    return p


def metric(a, c):
    return np.array([[a*a, -a*a/2, 0], [-a*a/2, a*a, 0], [0, 0, c*c]])


def find_links(p, a, c):
    """Four nearest Si of each Si, and the shortest fifth distance."""
    G = metric(a, c)
    links, fifth = [], []
    for i in range(3):
        found = []
        for j in range(3):
            for t in itertools.product(range(-3, 4), repeat=3):
                v = p[j] + np.array(t) - p[i]
                r = np.sqrt(v @ G @ v)
                if r > 1e-9:
                    found.append((r, j, t))
        found.sort()
        links += [(i, j, t) for r, j, t in found[:4]]
        fifth.append(found[4][0])
    return links, min(fifth)


def differences(p, links):
    return np.array([p[j] + np.array(t) - p[i] for i, j, t in links])


def lengths(p, links, a, c):
    v = differences(p, links)
    return np.sqrt(np.einsum("ni,ij,nj->n", v, metric(a, c), v))


def solve_barycentric(links, g):
    """Exact solution with the sum of the three positions fixed to g."""
    lap, t_sum = sp.zeros(3, 3), sp.zeros(3, 3)
    for i, j, t in links:
        lap[i, i] += 1
        lap[i, j] -= 1
        t_sum[i, :] += sp.Matrix([list(t)])
    ones = sp.ones(3, 3)
    rhs = t_sum + sp.Matrix([list(g)]*3)
    return (lap + ones).LUsolve(rhs), lap, t_sum


def is_symmetry(p, rotation, shift):
    """Does the operation map the set of sites to itself modulo the lattice?"""
    for q in p @ np.array(rotation).T + np.array(shift):
        gaps = [np.abs(q - s - np.round(q - s)).max() for s in p]
        if min(gaps) > 1e-9:
            return False
    return True


# Rough typical values for the two forms of quartz
a_alpha, c_alpha, u_alpha = 0.491, 0.540, 0.47
a_beta, c_beta = 0.500, 0.546
d_SiO = 0.161

p_alpha = sites(u_alpha)
links, r_fifth = find_links(p_alpha, a_alpha, c_alpha)
L_alpha = lengths(p_alpha, links, a_alpha, c_alpha)
assert r_fifth > 1.2*L_alpha.max()
assert all((j, i, tuple(-x for x in t)) in links for i, j, t in links)
screw3 = [[0, -1, 0], [1, -1, 0], [0, 0, 1]]
assert is_symmetry(p_alpha, screw3, [0, 0, 2/3])

# Exact solution for both hands, against the expected sites and closed form
for hand in (1, -1):
    start = sites(u_alpha, hand)
    hand_links, _ = find_links(start, a_alpha, c_alpha)
    g = (0, 0, hand)
    assert np.allclose(start.sum(axis=0), g)
    sol, lap, t_sum = solve_barycentric(hand_links, g)
    assert lap.rank() == 2 and lap*sp.ones(3, 1) == sp.zeros(3, 1)
    assert lap*sol == t_sum
    closed = sp.Matrix(3, 3, lambda i, k: sp.Rational(g[k], 3)
                       + t_sum[i, k]/6)
    assert sol == closed
    assert np.allclose(np.array(sol, float), sites(0.5, hand), atol=1e-12)
    if hand == 1:
        solution, laplacian, translations = sol, lap, t_sum
p_bary = np.array(solution, float)
u_bary = solution[0, 0]

# Sum of the four differences at A, at several u
for u in (0.40, 0.47, 0.53):
    total = differences(sites(u), links)[:4].sum(axis=0)
    assert np.allclose(total, [3 - 6*u, 0, 0], atol=1e-12)
residual_A = differences(p_alpha, links)[:4].sum(axis=0)

# Direct minimization of the squared link lengths, all nine coordinates free
rng = np.random.default_rng(4)


def spring_sum(x, a, c):
    return 0.5*np.sum(lengths(x.reshape(3, 3), links, a, c)**2)/a**2


worst = 0.0
for a, c in ((a_alpha, c_alpha), (a_beta, c_beta), (0.6, 0.4)):
    x0 = (p_alpha + 0.05*rng.standard_normal((3, 3))).ravel()
    fit = minimize(spring_sum, x0, args=(a, c), options={"gtol": 1e-7})
    q = fit.x.reshape(3, 3)
    q = q - q.mean(axis=0) + p_alpha.mean(axis=0)
    worst = max(worst, np.abs(q - p_bary).max())
assert worst < 1e-5   # limited by finite-difference gradients

# Common link length as a function of u
def link_formula(u, a, c):
    return np.sqrt(a*a*(0.25 + 3*(u - 0.5)**2) + c*c/9)


for u in (0.42, 0.47, 0.5, 0.55):
    assert np.allclose(lengths(sites(u), links, a_alpha, c_alpha),
                       link_formula(u, a_alpha, c_alpha), atol=1e-12)

# Simultaneous replacement of each atom by the mean of its neighbours
p, history = p_alpha.copy(), [u_alpha]
for step in range(30):
    v = differences(p, links)
    p = p + np.array([v[4*i:4*i + 4].mean(axis=0) for i in range(3)])
    history.append(p[0, 0])
    assert np.allclose(p, sites(p[0, 0]), atol=1e-12)
    predicted = 0.5 + (u_alpha - 0.5)*(-0.5)**(step + 1)
    assert abs(p[0, 0] - predicted) < 1e-12
assert np.allclose(p, p_bary, atol=1e-9)

# Extra symmetry, and identity of the net in the beta-quartz cell
twofold = [[-1, 0, 0], [0, -1, 0], [0, 0, 1]]
sixfold = [[1, -1, 0], [1, 0, 0], [0, 0, 1]]
symmetry = {}
for label, q in (("u = 0.47", p_alpha), ("u = 1/2", p_bary)):
    symmetry[label] = (is_symmetry(q, twofold, [0, 0, 0]),
                       is_symmetry(q, sixfold, [0, 0, 1/3]))
assert symmetry["u = 0.47"] == (False, False)
assert symmetry["u = 1/2"] == (True, True)
beta_links, _ = find_links(p_bary, a_beta, c_beta)
assert set(beta_links) == set(links)

# Size of the move, and of the neglected change of cell
L0 = L_alpha.mean()
L1 = lengths(p_bary, links, a_alpha, c_alpha).mean()
L2 = lengths(p_bary, links, a_beta, c_beta).mean()
move = p_bary - p_alpha
shifts = np.sqrt(np.einsum("ni,ij,nj->n", move,
                           metric(a_alpha, c_alpha), move))
assert np.allclose(shifts, abs(0.5 - u_alpha)*a_alpha)


def bridge_angle(L):
    return 2*np.degrees(np.arcsin(L/(2*d_SiO)))


# Law-of-cosines check of the bridge angle
for L in (L0, L1, L2):
    cosine = (2*d_SiO**2 - L**2)/(2*d_SiO**2)
    assert abs(np.degrees(np.arccos(cosine)) - bridge_angle(L)) < 1e-9
assert L1 < L0 < L2

print(f"alpha cell (rough): a = {a_alpha:.3f} nm, c = {c_alpha:.3f} nm")
print(f"alpha silicon coordinate (rough): u = {u_alpha:.2f}")
print(f"beta cell (rough): a = {a_beta:.3f} nm, c = {c_beta:.3f} nm")
print(f"Si-O length (rough): d = {d_SiO:.3f} nm")
print("links found by distance search (atom -> atom + translation):")
for i, j, t in links:
    print(f"  {NAMES[i]} -> {NAMES[j]} + {t}")
print(f"shortest non-link Si-Si distance, alpha: {r_fifth:.4f} nm")
print("sum of differences at A, u = 0.47:", np.round(residual_A, 6) + 0.0)
print("matrix of the equations:", laplacian.tolist())
print("rank of the matrix:", laplacian.rank())
for i in range(3):
    print(f"translation sum t_{NAMES[i]}:", translations[i, :].tolist()[0])
for i in range(3):
    print(f"barycentric site {NAMES[i]}:", solution[i, :].tolist()[0])
print("barycentric silicon coordinate u =", u_bary)
print(f"largest deviation of direct minimization: {worst:.1e}")
print("u in successive averaging rounds:",
      ", ".join(f"{x:.5f}" for x in history[:6]))
for label, flags in symmetry.items():
    print(f"{label}: twofold along c {flags[0]}, 6_2 screw {flags[1]}")
print(f"displacement of each Si: {shifts[0]:.5f} nm")
print(f"Si-Si link, alpha cell, u = 0.47: {L0:.5f} nm")
print(f"Si-Si link, alpha cell, u = 1/2: {L1:.5f} nm")
print(f"Si-Si link, beta cell, u = 1/2: {L2:.5f} nm")
print(f"link change from u alone: {L1 - L0:+.5f} nm")
print(f"link change from cell alone: {L2 - L1:+.5f} nm")
print(f"Si-O-Si angle, alpha cell, u = 0.47: {bridge_angle(L0):.1f} deg")
print(f"Si-O-Si angle, alpha cell, u = 1/2: {bridge_angle(L1):.1f} deg")
print(f"Si-O-Si angle, beta cell, u = 1/2: {bridge_angle(L2):.1f} deg")
print("ALL CHECKS PASSED")
```

Output:

```
alpha cell (rough): a = 0.491 nm, c = 0.540 nm
alpha silicon coordinate (rough): u = 0.47
beta cell (rough): a = 0.500 nm, c = 0.546 nm
Si-O length (rough): d = 0.161 nm
links found by distance search (atom -> atom + translation):
  A -> B + (0, -1, 0)
  A -> B + (1, 0, 0)
  A -> C + (1, 0, 1)
  A -> C + (1, 1, 1)
  B -> A + (-1, 0, 0)
  B -> A + (0, 1, 0)
  B -> C + (0, 1, 0)
  B -> C + (1, 1, 0)
  C -> A + (-1, -1, -1)
  C -> A + (-1, 0, -1)
  C -> B + (-1, -1, 0)
  C -> B + (0, -1, 0)
shortest non-link Si-Si distance, alpha: 0.4365 nm
sum of differences at A, u = 0.47: [0.18 0.   0.  ]
matrix of the equations: [[4, -2, -2], [-2, 4, -2], [-2, -2, 4]]
rank of the matrix: 2
translation sum t_A: [3, 0, 2]
translation sum t_B: [0, 3, 0]
translation sum t_C: [-3, -3, -2]
barycentric site A: [1/2, 0, 2/3]
barycentric site B: [0, 1/2, 1/3]
barycentric site C: [-1/2, -1/2, 0]
barycentric silicon coordinate u = 1/2
largest deviation of direct minimization: 4.9e-09
u in successive averaging rounds: 0.47000, 0.51500, 0.49250, 0.50375, 0.49812, 0.50094
u = 0.47: twofold along c False, 6_2 screw False
u = 1/2: twofold along c True, 6_2 screw True
displacement of each Si: 0.01473 nm
Si-Si link, alpha cell, u = 0.47: 0.30549 nm
Si-Si link, alpha cell, u = 1/2: 0.30442 nm
Si-Si link, beta cell, u = 1/2: 0.30923 nm
link change from u alone: -0.00107 nm
link change from cell alone: +0.00481 nm
Si-O-Si angle, alpha cell, u = 0.47: 143.1 deg
Si-O-Si angle, alpha cell, u = 1/2: 142.0 deg
Si-O-Si angle, beta cell, u = 1/2: 147.6 deg
ALL CHECKS PASSED
```
